# The moire period of aligned Cu(111) on Ru(0001)

## Problem

A copper film lies on a ruthenium liner with its (111) plane against the Ru(0001) surface. In each of these planes the atoms form a triangular lattice. The distance between neighbouring atoms is $a=0.2556$ nm in the copper plane and $b=0.2706$ nm in the ruthenium plane. The close-packed rows of the two planes are parallel.

Where a copper atom sits above a ruthenium atom the registry is "on top"; elsewhere copper atoms sit over bridges or hollows. The registry changes slowly from place to place and forms a pattern, the moire. Its period is the length of the shortest translation that repeats the pattern.

(a) Show that the period is near 4.6 nm.

(b) Is this also a distance after which the atoms themselves repeat?

(c) How does the period change if the film is twisted by 1°, or stretched equally in all in-plane directions by 1%?

Take both planes as flat and rigid, and consider only the two atomic layers that meet at the interface.

## First estimate by scaling

Follow one close-packed row, starting where a copper atom is directly above a ruthenium atom. The next copper atom falls short of the next ruthenium atom by

$$b-a=0.0150\ \text{nm}.$$

The shortfall grows by this amount at every step. The registry returns when the shortfall has grown to about one atomic spacing $d$, which takes about $d/(b-a)$ steps. Each step has a length of about $d$, so

$$L_{\text{est}}\sim\frac{d^2}{b-a}.$$

The argument does not say whether $d$ is $a$, $b$ or something between. With the round value $d=0.26$ nm,

$$L_{\text{est}}\sim\frac{(0.26\ \text{nm})^2}{0.0150\ \text{nm}}\approx4.5\ \text{nm}.$$

The estimate shows why the period is much longer than an atomic spacing: a small difference stands in the denominator. It leaves the choice of $d$ open, and it treats one row, not the plane.

## Exact solution

### Registry as a smooth field

Let the columns of

$$H=\begin{pmatrix}1&\tfrac12\\[2pt]0&\tfrac{\sqrt3}{2}\end{pmatrix}$$

be two unit vectors 60° apart. The copper sites are $aH\mathbf n$ and the ruthenium sites are $bH\mathbf n$, where $\mathbf n$ is a pair of integers. Write $A=aH$ and $B=bH$. A point $\mathbf r$ of the plane then has the cell coordinates

$$\mathbf s=A^{-1}\mathbf r\ \ (\text{copper}),\qquad \mathbf t=B^{-1}\mathbf r\ \ (\text{ruthenium}).$$

The registry of a copper atom is its place within the ruthenium cell, that is, $\mathbf t$ up to integers. At a copper atom $\mathbf s$ is itself a pair of integers, so subtracting it changes nothing. The registry is therefore also given, up to integers, by

$$\mathbf w(\mathbf r)=\mathbf t-\mathbf s=(B^{-1}-A^{-1})\,\mathbf r .$$

This form is chosen because it varies slowly. From one copper atom to the next along a basis direction, $\mathbf s$ changes by 1 in one component and $\mathbf t$ changes by $a/b$ in the same component. Hence $\mathbf w$ changes by $a/b-1=-0.055$ of a cell. One could subtract $M\mathbf s$ instead, with $M$ any other matrix of integers, and obtain the same registry at the atoms. For at least one basis direction, some component would then change by at least $1-0.055\approx0.94$ of a cell per step. Such a field does not describe a slow pattern.

### Translations that repeat the registry

The pattern repeats under a translation $\mathbf T$ if $\mathbf w$ changes by integers:

$$(A^{-1}-B^{-1})\,\mathbf T=\mathbf m,\qquad \mathbf m\ \text{a pair of integers}.$$

The overall sign has been reversed, which is allowed because $-\mathbf m$ is also a pair of integers. Since $A^{-1}=H^{-1}/a$ and $B^{-1}=H^{-1}/b$,

$$\left(\frac1a-\frac1b\right)H^{-1}\mathbf T=\mathbf m .$$

Multiplying by $H$ from the left and dividing by the bracket gives

$$\mathbf T=L\,H\mathbf m,\qquad \frac1L=\frac1a-\frac1b=\frac{b-a}{ab},\qquad L=\frac{ab}{b-a}.$$

These vectors form a triangular lattice, because $H$ is the same matrix that describes the atoms. It is parallel to both atomic lattices, because no rotation has appeared. To find its shortest vector, compute

$$|H\mathbf m|^2=\left(m_1+\tfrac12m_2\right)^2+\tfrac34m_2^2=m_1^2+m_1m_2+m_2^2 .$$

The middle expression is positive unless $\mathbf m=0$, and the last one is an integer. Its smallest nonzero value is therefore 1, reached for example by $\mathbf m=(1,0)$. The moire period is $L$ itself:

$$L=\frac{0.2556\times0.2706}{0.0150}\ \text{nm}=\frac{0.069165}{0.0150}\ \text{nm}=4.61\ \text{nm}\quad(87.1\ \text{bohr}).$$

This answers (a). The distance between neighbouring rows of the moire is smaller by the factor $\sqrt3/2$ and equals 3.99 nm. An image of the pattern must be read with this difference in mind.

The ratio of cell areas gives the mean number of surface atoms in one moire cell. It is $(L/a)^2\approx325$ for copper and $(L/b)^2\approx290$ for ruthenium.

### Do the atoms repeat?

Dividing $L$ by the two spacings gives $L/a=18.04$ and $L/b=17.04$. They differ by one because $L(1/a-1/b)=1$: over one moire period the copper row gains one atom on the ruthenium row. Neither number is an integer, so a translation by $L$ along a row carries neither atomic lattice into itself.

There is, however, a near-coincidence:

$$18a=4.6008\ \text{nm},\qquad 17b=4.6002\ \text{nm}.$$

The eighteenth copper atom misses a ruthenium site by only 0.0006 nm. Halfway, after 9 copper spacings, the shortfall is $9(b-a)=0.1350$ nm. This is almost half a ruthenium spacing, 0.1353 nm, so that copper atom is close to a bridge position.

For a true common period, whole numbers of both spacings must be equal. The given values have the ratio

$$\frac ba=\frac{2706}{2556}=\frac{451}{426},$$

which cannot be reduced further. The shortest common length is thus $451a=426b=115.28$ nm. It contains $451-426=25$ moire periods, since each period accounts for one extra copper atom. The answer to (b) is no. Moreover, the 115 nm length has little physical meaning, because a change in the last digit of $a$ or $b$ can alter it greatly. The period $L$ varies smoothly with both spacings.

### A twisted film

Let the copper lattice be turned by a small angle $\theta$, so that $A=aR(\theta)H$, where $R$ is a rotation. Then $A^{-1}=H^{-1}R^{-1}/a$, and the condition for repetition becomes

$$H^{-1}\left(\frac{R^{-1}}{a}-\frac{I}{b}\right)\mathbf T=\mathbf m,\qquad
\mathbf T=\left(\frac{R^{-1}}{a}-\frac{I}{b}\right)^{-1}H\mathbf m .$$

In the plane, $R^{-1}$ acts like multiplication by the complex number $e^{-i\theta}$. The bracket therefore acts like

$$z=\frac{e^{-i\theta}}{a}-\frac1b=\left(\frac{\cos\theta}{a}-\frac1b\right)-i\,\frac{\sin\theta}{a}.$$

Its inverse stretches every vector by $1/|z|$ and turns it by minus the phase of $z$. The moire remains triangular. For its period,

$$|z|^2=\frac{\cos^2\theta+\sin^2\theta}{a^2}+\frac1{b^2}-\frac{2\cos\theta}{ab}
=\frac{a^2+b^2-2ab\cos\theta}{a^2b^2},$$

$$L(\theta)=\frac{ab}{\sqrt{a^2+b^2-2ab\cos\theta}} .$$

At $\theta=0$ the root is $b-a$, and the aligned result returns. The moire turns relative to the ruthenium by an angle $\varphi$ with

$$\tan\varphi=\frac{\sin\theta/a}{\cos\theta/a-1/b}=\frac{b\sin\theta}{b\cos\theta-a}.$$

For very small $\theta$ this is $\varphi\approx b\theta/(b-a)=(L/a)\,\theta$, so the moire turns about 18 times as far as the film. At $\theta=1°$ the full formulas give $L=4.41$ nm and $\varphi=17.5°$. The period has shortened by about 4%, while the change of direction is easy to see. For a small twist of an otherwise undistorted film, the direction of the moire is thus a more sensitive sign of misalignment than its period. Two limits apply. A triangular pattern shows its direction only modulo 60°, so at $\theta=2°$ the turn of 32.5° looks like a turn of 27.5° in the opposite sense. A turn also does not prove a twist: an untwisted film stretched by 0.5% along one direction at 45° to a row has one moire vector turned by 2.7°. That case is recognised by the unequal lengths of the three shortest moire vectors, 4.64, 4.84 and 5.04 nm.

### A stretched film

An equal in-plane strain $\varepsilon$ replaces $a$ by $a(1+\varepsilon)$:

$$L(\varepsilon)=\frac{a(1+\varepsilon)\,b}{b-a(1+\varepsilon)} .$$

For $\varepsilon=1\%$ the copper spacing is 0.25816 nm, the difference from ruthenium shrinks to 0.01244 nm, and the period grows to 5.61 nm. The formula holds as written for $\varepsilon<b/a-1$; for larger strain the denominator is to be taken by its absolute value. At $\varepsilon=b/a-1=5.87\%$ the denominator vanishes. The copper then has the spacing of the ruthenium, a state called pseudomorphic, and there is no moire.

## Comparison

The scaling estimate can now be set beside the exact period. If $d$ is taken as the copper spacing,

$$\frac{a^2}{b-a}=\frac{ab-a(b-a)}{b-a}=L-a=4.36\ \text{nm}.$$

If it is taken as the ruthenium spacing,

$$\frac{b^2}{b-a}=\frac{ab+b(b-a)}{b-a}=L+b=4.88\ \text{nm}.$$

The two choices enclose the exact value and miss it by one atomic spacing each. The choice $d=\sqrt{ab}$ reproduces it, because then $d^2=ab$. The round value $d=0.26$ nm gave a result about 2% below the exact one. The estimate works well here because the misfit is small: the relative errors of the two choices are $a/L$ and $b/L$, both near 6%.

The exact formula also shows how far the inputs can be trusted. Differentiating $1/L=1/a-1/b$ gives

$$-\frac{dL}{L^2}=-\frac{da}{a^2}+\frac{db}{b^2},$$

and multiplication by $-L$ gives

$$\frac{dL}{L}=\frac La\,\frac{da}{a}-\frac Lb\,\frac{db}{b}=18.04\,\frac{da}{a}-17.04\,\frac{db}{b}.$$

A small relative error in one spacing is magnified 17 or 18 times. If each spacing is uncertain by half a unit in its fourth decimal, $L$ may lie anywhere from 4.58 to 4.64 nm. "Near 4.6 nm" is therefore the precision that the data support. If both spacings grow by the same fraction, the two terms nearly cancel and $L$ grows by that fraction alone.

For the 1% strain of part (c), this linear rule predicts an increase of 18%, whereas the full formula gives 22%. The difference arises because the denominator $b-a(1+\varepsilon)$ shrinks as the film is stretched, so each further bit of strain counts for more.

## The real interface

The two spacings are close to those of bulk copper and ruthenium at room temperature, and ruthenium is used as a liner beneath copper in narrow interconnect lines. The assumption most open to doubt is that the copper has its bulk spacing. The first copper layer on clean Ru(0001) tends to adopt the ruthenium spacing, and thicker films relax towards that of bulk copper. While the copper layer touching the ruthenium keeps the ruthenium spacing, the two layers of the model form no moire. The value 4.6 nm belongs to an interface where that copper layer is nearly relaxed. A remaining tensile strain of 0.2%, equal in all in-plane directions, already raises it to 4.78 nm, and 1% raises it by a full nanometre. A partly relaxed film need not be strained equally in all directions. If it has the copper spacing along one close-packed row and still matches the ruthenium across that row, $\mathbf w$ depends only on the position along the row, and the pattern is a set of stripes with period $L$, not a triangular moire.

Modest heating matters less than a strain of 0.2%. Take rough expansion coefficients of $17\times10^{-6}$ K$^{-1}$ for copper and $6\times10^{-6}$ K$^{-1}$ for ruthenium, and a rise of 80 K above room temperature. If the ruthenium expands freely, a copper film that is also free to expand then has $L=4.69$ nm. A film clamped to the ruthenium expands with it and has $L=4.61$ nm, almost unchanged. For a free film the effect grows with temperature: with the same coefficients, a rise of 380 K gives $L\approx5.0$ nm. Changing each coefficient by up to $1\times10^{-6}$ K$^{-1}$ can move this value by several hundredths of a nanometre; for example, 18 and 5 in place of 17 and 6 give 5.07 nm.

Real atoms also shift within each moire cell towards favourable sites. If these shifts repeat with the moire and leave the mean copper spacing unchanged, the period stays the same, because both the original registry and the added shift repeat under $\mathbf T$. In a liner made of many grains, the result applies only within a grain pair that has the stated planes and alignment and is several moire periods wide.
